# Why a waveguide confinement factor can exceed one

A short semiconductor optical amplifier has two equal facets, each reflecting 2% of the guided power. Will it amplify, or will it start to lase? If $G$ is the single-pass power gain and $R$ the facet reflectivity, a round trip multiplies the power by $G^2R^2$, so the device must keep $GR<1$. Suppose the active material gives 400 /cm, the length is 100 µm, and 93.5% of the guided power flows in the active core. Multiplying the material gain by 0.935 gives $G=42$ and $GR=0.84$: a stable amplifier, though a strongly resonant one. For the guide treated below, the modal gain is actually 432 /cm, which gives $G=75$ and $GR=1.5$. At that material gain the device lases.

The faulty step is the belief that a confinement factor is the fraction of the light inside the active material, and so cannot exceed one.

## The belief and its appeal

Let $g$ be the power gain per unit length of a plane wave in unbounded active material, and $g_m$ that of a guided mode. The confinement factor is defined by

$$g_m=\Gamma g .$$

The belief identifies $\Gamma$ with the share of guided power that flows in the active region. It seems to follow from energy conservation: light outside that region is not amplified, and light inside should grow at the material rate.

It also works well in weakly guiding structures. For a TE slab mode, with its electric field parallel to the layers, it will be shown that $\Gamma=(n_A/N)s$, where $n_A$ is the active index, $N$ the effective index and $s$ the share of $\int|E|^2$ in the core. For this polarization $s$ is also the power share. With low index contrast, $N\approx n_A$ and the belief is nearly right.

The gap in the argument is that a medium does not amplify the axial power flow as such. It does work on the electric field, at a rate proportional to $|E|^2$. In a guide, the relation between $|E|^2$ and axial power differs from that of a plane wave.

## One identity for gain and group velocity

Take a guide uniform along $z$, lossless before gain is added, with isotropic, nonmagnetic media. Fields vary as $e^{i\beta z-i\omega t}$, so that

$$\nabla\times E=i\omega\mu_0H,\qquad \nabla\times H=-i\omega\varepsilon E .$$

Let $(E,H)$ be the original mode, with real $\omega,\beta,\varepsilon$, and let $(E_2,H_2)$ be the mode after a small change to $\omega_2,\beta_2,\varepsilon_2$. From $\nabla\cdot(a\times b)=b\cdot\nabla\times a-a\cdot\nabla\times b$,

$$\begin{aligned}
\nabla\cdot(E^*\times H_2+E_2\times H^*)
={}&-i\omega\mu_0H^*\cdot H_2+i\omega_2\varepsilon_2E^*\cdot E_2\\
&+i\omega_2\mu_0H^*\cdot H_2-i\omega\varepsilon E^*\cdot E_2 .
\end{aligned}$$

Integrate over the cross-section. The transverse part of the divergence vanishes because guided fields decay outward, or because the tangential electric field vanishes on an ideal metal wall. The $z$ derivative supplies $i(\beta_2-\beta)$. To first order, the changed fields may then be replaced by the original ones:

$$i\,\delta\beta\int 2\,\mathrm{Re}(E\times H^*)_z\,dA
=i\int\left[\delta(\omega\varepsilon)|E|^2+\mu_0\,\delta\omega\,|H|^2\right]dA .$$

The guided power is $P=\tfrac12\int\mathrm{Re}(E\times H^*)_z\,dA$, so the integral on the left is $4P$:

$$4P\,\delta\beta=\int\left[\delta(\omega\varepsilon)|E|^2+\mu_0\,\delta\omega\,|H|^2\right]dA. \tag{1}$$

**Gain at fixed frequency.** With $k_0=\omega/c$, give the active medium the index $n_A-ig/(2k_0)$. A plane wave in it has amplitude proportional to $e^{ik_0n_Az+gz/2}$, and its power grows as $e^{gz}$, as required. To first order,

$$\delta\varepsilon=2\varepsilon_0n_A\left(-\frac{ig}{2k_0}\right)=-\frac{i\varepsilon_0n_Ag}{k_0}.$$

Put this in (1) with $\delta\omega=0$ and use $\omega/k_0=c$:

$$\delta\beta=-\frac{i\,c\varepsilon_0n_Ag}{4P}\int_A|E|^2dA .$$

Modal power grows as $e^{-2\,\mathrm{Im}\beta\,z}$, so $g_m=-2\,\mathrm{Im}\,\beta$ and

$$\Gamma=\frac{c\varepsilon_0n_A\int_A|E|^2dA}{2P}. \tag{2}$$

This settles the energy argument. A plane wave has intensity $\tfrac12c\varepsilon_0n_A|E|^2$, and the medium adds $g$ times that quantity per unit volume. In a guide it still adds $\tfrac12c\varepsilon_0n_Ag|E|^2$ per unit volume, but the field is no longer tied to axial power by the plane-wave relation. Nothing in (2) limits $\Gamma$ to one.

**Frequency change without gain.** Now $\delta(\omega\varepsilon)=[\partial(\omega\varepsilon)/\partial\omega]\,\delta\omega$, and (1) gives

$$\frac{d\beta}{d\omega}=\frac{W}{P},\qquad
W=\frac14\int\left[\frac{\partial(\omega\varepsilon)}{\partial\omega}|E|^2+\mu_0|H|^2\right]dA .$$

$W$ is the stored energy per unit length, and the mode's group index is $n_g=c\,d\beta/d\omega=cW/P$.

## Where the group index enters

The magnetic term can be eliminated. For the lossless mode,

$$\nabla\cdot(E\times H^*)=i\omega\left(\mu_0|H|^2-\varepsilon|E|^2\right).$$

The product $E\times H^*$ does not depend on $z$, and its transverse divergence integrates to zero. Hence $\int\mu_0|H|^2dA=\int\varepsilon|E|^2dA$ over the whole cross-section, though not region by region.

Write each material's group index as $n_M=n+\omega\,dn/d\omega$. Since $\varepsilon=\varepsilon_0n^2$,

$$\frac{\partial(\omega\varepsilon)}{\partial\omega}
=\varepsilon_0\left(n^2+2n\omega\frac{dn}{d\omega}\right)
=\varepsilon_0(2nn_M-n^2).$$

Adding the magnetic contribution, equivalent to $\varepsilon_0n^2$, leaves

$$W=\frac{\varepsilon_0}{2}\int nn_M|E|^2dA .$$

Substitute $P=cW/n_g$ in (2). With $n_{gA}$ the active material's group index,

$$\Gamma=\frac{n_g\,n_A\int_A|E|^2dA}{\int nn_M|E|^2dA}
=\frac{n_g}{n_{gA}}\,f_A,\qquad
f_A=\frac{\int_Ann_M|E|^2dA}{\int nn_M|E|^2dA}. \tag{3}$$

If $nn_M>0$ everywhere, $f_A$ is a genuine share and cannot exceed one. $\Gamma$ is that share multiplied by a ratio of group indices, and it exceeds one when $n_gf_A>n_{gA}$.

The divisor deserves care. Without material dispersion $n_{gA}=n_A$, and the factor is the ratio of mode group index to material index. With dispersion, $n_{gA}$ must be used. Equation (2) shows why: it contains the fields and indices at one frequency, with no frequency derivative. Steeper material dispersion at fixed $n(\omega)$ raises $n_g$, but leaves $\Gamma$ unchanged. Slow light of that origin gives no extra gain per length.

## More gain per length, not per time

Hold $\beta$ real and fixed, and let the field grow in time. The left side of (1) is zero, and the terms in $\delta\omega$ add up to $4W\delta\omega$:

$$0=4W\,\delta\omega+\omega\int_A\delta\varepsilon|E|^2dA
\quad\Rightarrow\quad
\delta\omega=\frac{i\,c\varepsilon_0n_Ag}{4W}\int_A|E|^2dA .$$

Energy grows at the rate $2\,\mathrm{Im}\,\delta\omega$. Inserting $W$ gives

$$2\,\mathrm{Im}\,\delta\omega
=\frac{cg\,n_A\int_A|E|^2dA}{\int nn_M|E|^2dA}
=f_A\frac{cg}{n_{gA}} .$$

The bulk rate is $cg/n_{gA}$, so under the same positivity condition the guided mode grows no faster in time than light in the bulk. Dividing by the group velocity $c/n_g$ recovers $\Gamma g$. The intuition about a share is sound for growth per time; it fails for growth per length, because the mode may take longer to cover each micrometre.

## The zigzag limit

In a TE slab mode, Maxwell's equations give $P=\beta\int|E|^2dA/(2\omega\mu_0)$. Equation (2) becomes

$$\Gamma=\frac{c\varepsilon_0\mu_0\omega n_A}{\beta}\,s
=\frac{n_A}{N}\,s,$$

because $c\varepsilon_0\mu_0\omega=k_0$ and $N=\beta/k_0$.

Fill the space between two ideal metal plates with the active medium, so that $s=1$. The mode consists of two plane waves inclined at angles $\pm\theta$ to the axis, with $\beta=n_Ak_0\cos\theta$. Thus $\Gamma=1/\cos\theta$: each wave travels a path $1/\cos\theta$ times as long as its axial advance. Without material dispersion, $\beta^2=n_A^2k_0^2-k_c^2$, where $k_c$ is the fixed transverse wavenumber. Differentiation gives $n_g=n_A^2k_0/\beta=n_A/\cos\theta$, so the path ratio is also $n_g/n_A$.

For the lowest TE mode, $k_c=\pi/w$ for plate gap $w$. With $w=250$ nm, $n_A=3.4$ and a wavelength of 1550 nm, $\theta=65.75^\circ$ and $\Gamma=2.43$. Real metal walls would add loss, which this limit omits.

The first-order result diverges at cutoff, where $\beta\to0$. It has failed there, since a small change in $\beta$ was assumed. Keeping the square root at $n_Ak_0=k_c$,

$$\beta^2=\left(n_A-\frac{ig}{2k_0}\right)^2k_0^2-k_c^2
=-in_Ak_0g-\frac{g^2}{4}\approx-in_Ak_0g .$$

Therefore $\beta\approx(1-i)\sqrt{n_Ak_0g/2}$ and $g_m\approx\sqrt{2n_Ak_0g}$. For $g=400$ /cm this is about 10,500 /cm: large, but finite.

## A membrane amplifier in numbers

The opening example is a 350 nm active slab in silica at 1550 nm. Its rough indices are $n_A=3.40$, $n_{gA}=3.70$, and 1.444 for the cladding, whose group index is 1.463. The slab is unlimited sideways, so area integrals become integrals across the layers per unit width. The mode is the fundamental TM mode, whose main electric field is normal to the layers.

For thickness $d$ and cladding index $n_C$, the magnetic field is a cosine in the core and an exponential outside. Continuity of $H_y$ and of $n^{-2}dH_y/dx$ gives

$$u\tan u=\frac{n_A^2}{n_C^2}w_c,\qquad
u^2+w_c^2=V^2=\left(\frac{k_0d}{2}\right)^2(n_A^2-n_C^2),$$

where $2u/d$ is the transverse wavenumber in the core and $2w_c/d$ the decay constant outside. Then $N^2=n_A^2-(2u/k_0d)^2$. A numerical root search gives $N=2.750$. Here $V\approx2.18$ exceeds $\pi/2$, so higher modes are guided too; the numbers below concern the fundamental one.

Differentiating $\beta(\omega)$ numerically gives $n_g=4.306$, and integrating the field profile gives $f_A=0.9270$. Thus

$$\Gamma=\frac{4.306}{3.700}\times0.9270=1.079 .$$

Solving the mode condition with the complex active index gives $g_m=431.5$ /cm, or $4.315\times10^4$ /m. Over 100 µm the exponent $g_mL$ is 4.315, and the gain is $(10/\ln 10)\times4.315=18.7$ dB. A bulk wave would gain 17.4 dB over the same length, and the power-share rule predicts 16.2 dB.

In time the order is reversed: the bulk rate is 3.24 /ps, while the mode grows at $0.927\times3.24=3.00$ /ps.

Dispersion tests the choice of divisor. Combining the dispersive $n_g$ with $n_A$ and the ordinary share of $\int n^2|E|^2$, which is 0.922, gives

$$\frac{4.306}{3.400}\times0.922=1.168,$$

about 8% above the correct $\Gamma$. Raising $n_{gA}$ to 5, with the indices at 1550 nm held fixed, raises $n_g$ to 5.708 and $f_A$ to 0.945. Their combination is again $5.708\times0.945/5=1.079$.

Thickness matters more. With the other inputs fixed:

| Thickness (nm) | TE $\Gamma$ | TM $\Gamma$ |
|---:|---:|---:|
| 150 | 0.884 | 0.132 |
| 250 | 1.000 | 0.901 |
| 350 | 1.023 | 1.079 |
| 450 | 1.026 | 1.071 |
| 600 | 1.023 | 1.049 |

For the fundamental modes the largest TM value, 1.080, occurs near 372 nm, and the largest TE value, 1.026, near 436 nm. Higher-order modes of thicker slabs can exceed both: the second TE mode has $\Gamma=1.10$ at 450 nm, and the second TM mode $\Gamma=1.19$ at 600 nm. In a thin slab the field spreads into the cladding. For small $u$, the TM condition gives $w_c\approx(n_C/n_A)^2u^2$, whereas the TE condition, which lacks the index factor, gives $w_c\approx u^2$. In this limit the TM tail is therefore about 5.5 times longer; at 150 nm, where $u$ is not small, the full mode conditions make it about 2.9 times longer. In addition, continuity of $n^2E_x$ makes the normal field just inside the core only $(n_C/n_A)^2\approx0.18$ of that just outside. Both effects reduce the TM $\Gamma$ at 150 nm. In a very thick slab the zigzag angle tends to zero and the field lies almost wholly in the core, so $\Gamma$ tends to one.

## What a real device changes

These parameters are in the rough regime of an InGaAsP membrane on or in silica, with a bulk active core. If the gain instead comes from quantum wells that fill a small part of the core, $f_A$ counts the wells alone, and $\Gamma$ can be far below one. Well gain can also depend strongly on polarization, which the isotropic model excludes. Finite width changes the fundamental TM mode little: for a 1 µm strip, an effective-index estimate, which treats the two transverse directions in succession, gives $\Gamma\approx1.09$, and a full-vector solution about 1.10. Such a strip, however, guides about eight modes, some with $\Gamma$ as large as 1.29.

Material gain is the more delicate input. With a rough loss of 2 /cm per kelvin, heating by 30 K removes 60 /cm from $g$, more than the 32 /cm by which modal gain exceeds bulk gain. At $g=340$ /cm and unchanged $\Gamma$, $G$ falls to about 39 and $GR$ to 0.78, so the warm device would not lase in the fundamental TM mode. In a 1 µm strip the higher mode with $\Gamma\approx1.29$ would still have $GR\approx1.6$, if its facet reflectivity were also 2%. The accompanying index rise, at $2\times10^{-4}$ /K, changes $\Gamma$ by less than 0.001. For a linewidth enhancement factor of 4, the carriers added between transparency and $g=400$ /cm lower the index by about 0.02, which lowers $\Gamma$ by 0.003. A rough scattering loss of 5 /cm must be subtracted from the modal gain.

The calculation is also a small-signal one. Let the material gain be $g=a(\rho-\rho_0)$, where $\rho$ is the carrier density, $\rho_0$ its value at transparency and $a$ the differential gain. In a strip, whose width is now called $w$, a constant pump rate $J$ per unit volume balances recombination with lifetime $\tau$ and stimulated emission: $J=\rho/\tau+\Gamma gP/(\hbar\omega wd)$. Solving for $g$ gives $g=g_0/(1+P/P_s)$, with $g_0=a(J\tau-\rho_0)$ and $P_s=\hbar\omega wd/(\Gamma a\tau)$. The gain is halved at $P=P_s$. With $w=1$ µm, $a=5\times10^{-16}$ cm² and $\tau=1$ ns, $P_s\approx0.8$ mW. Dividing by $G$ shows that the input must stay well below about 11 µW. This estimate omits amplified spontaneous emission, which also uses up carriers and lowers the gain even without an input. The effect need not be small: a rough model with inversion factor 2, a 50 nm bandwidth and no facet reflection lowers the mean gain from $g_0=400$ /cm to about 380 /cm if one mode is guided, and to about 300 /cm if all modes of the 1 µm strip are counted.

For the cool device, the answer to the opening question stands: 2% facets are too reflective. For the fundamental TM mode the limit is $R<1/G=1.3\%$, and a useful amplifier needs to be well below it. In a strip, higher modes can have a larger $\Gamma$, and each must meet its own condition $GR<1$; for the 1 µm strip at 400 /cm, the mode with $\Gamma\approx1.29$ has $G\approx170$ and needs $R$ below about 0.6%. The material gain must be taken at the operating temperature, and then multiplied by the $\Gamma$ of equation (2) or (3), even when that number is greater than one.
